# The Harris-Foulkes force correction for an atom-following input density, part 2

A structural relaxation must decide whether forces from an unfinished self-consistency cycle are good enough. Formulas are in Hartree atomic units; electrons are spin-unpolarized. One atom is displaced by $u$, the input density $n(u)$ follows by a chosen rule, and a prime means $d/du$.

The Hamiltonian is $H=h(u)+v[n]$, with $h=T+V_{\rm ext}$, $v=\delta E_{\rm Hxc}/\delta n$ and symmetric kernel $K=\delta v/\delta n$. It has eigenvalues $\varepsilon_i$ and occupations $f_i$. Its filled states $\psi_i$ give $n_{\rm out}$, and $\rho=n_{\rm out}-n$. Brackets $\langle f|K|g\rangle$ denote the double integral. With ion-ion energy $E_{\rm II}$, the Harris-Foulkes energy is

$$E_{\rm HF}=\sum_i f_i\varepsilon_i-\int n\,v[n]+E_{\rm Hxc}[n]+E_{\rm II}(u). \tag{1}$$

The first derivation differentiated the eigenvalue sum, using smooth orbitals $\phi_i(u)$ spanning the filled space, fixed occupations, a gap at each wavevector and a fixed basis. It gave

$$F_{\rm HF}=-\frac{dE_{\rm HF}}{du}=F_{\rm bare}-\langle\rho|K|n'\rangle, \tag{4}$$

$$F_{\rm bare}=-\sum_i f_i\langle\psi_i|V_{\rm ext}'|\psi_i\rangle-E_{\rm II}' .$$

For an iterate reached at $u_0$, with $n_{\rm at}$ the superposition of rigid atomic densities, a usable rule is

$$n(u)=n(u_0)+n_{\rm at}(u)-n_{\rm at}(u_0). \tag{5}$$

Let "sc" mark self-consistent quantities, $\delta=n-n_{\rm sc}$, and $J=\delta n_{\rm out}/\delta n$ at $n_{\rm sc}$. Then

$$E_{\rm HF}-E_{\rm sc}=\tfrac12\langle\delta|K(J-1)|\delta\rangle+O(\delta^3)=\tfrac12\langle\rho|K|\delta\rangle+O(\delta^3). \tag{7}$$

$$F_{\rm bare}-F_{\rm sc}=\langle\rho|K|n_{\rm sc}'\rangle+O(\delta^2). \tag{8}$$

$$F_{\rm HF}-F_{\rm sc}=\langle\rho|K|n_{\rm sc}'-n'\rangle+O(\delta^2). \tag{9}$$

The example is two-atom silicon, lattice constant 5.43 Å, with one atom shifted 0.02 Å along [111], away from its neighbour in the cell. It uses the local density approximation (LDA), GTH pseudopotentials, a 163 eV plane-wave cutoff and a $\Gamma$-centred $2\times2\times2$ mesh. Each atom carries a four-electron Gaussian density proportional to $e^{-r^2/L^2}$, $L=1.10$ Å. Residuals are quoted as $\int|\rho|$ per cell.

Formula (4) is now derived again from a minimum principle, without differentiating any orbital.

### The energy as a minimum

Describe the electrons by a one-particle density matrix $\gamma$ with eigenvalues between 0 and 2, trace $N$ and density $n_\gamma$. Replace the interaction energy by its tangent at the input density, $E_{\rm Hxc}[n]+\int(n_\gamma-n)v[n]$, and define

$$\mathcal L[\gamma;u]={\rm Tr}\,\gamma h(u)+E_{\rm Hxc}[n]+\int(n_\gamma-n)\,v[n]+E_{\rm II}(u). \tag{10}$$

The terms containing $\gamma$ combine to ${\rm Tr}\,\gamma H$, because $\int n_\gamma v={\rm Tr}\,\gamma v$. So $\mathcal L$ is linear in $\gamma$, and minimizing it means minimizing ${\rm Tr}\,\gamma H$.

Let $g_i$ be the diagonal elements of $\gamma$ in the eigenbasis of $H$, so that $0\le g_i\le2$ and $\sum_ig_i=N$. Let $f_i$ be 2 for the lowest $N/2$ states and 0 for the others, and place $\mu$ in the middle of the gap $\Delta$ between them. Since $g$ and $f$ have the same sum,

$$\sum_i(g_i-f_i)\varepsilon_i=\sum_i(g_i-f_i)(\varepsilon_i-\mu)\ge0 . \tag{11}$$

Every term is non-negative: for a filled state both factors are negative or zero, and for an empty state both are positive or zero. The minimum is reached by filling the lowest states. It equals $\sum_if_i\varepsilon_i$, and inserting this into (10) gives (1). Therefore

$$E_{\rm HF}(u)=\min_\gamma\mathcal L[\gamma;u].$$

The Harris-Foulkes energy is the lowest energy of electrons whose interaction energy has been linearized about the input density.

### Squeezing the derivative

Let $\gamma_u$ be the minimizer at $u$, and take a step $s>0$. The matrix $\gamma_u$ is an allowed trial at $u+s$, and $\gamma_{u+s}$ is an allowed trial at $u$. The two trial inequalities are

$$E_{\rm HF}(u+s)\le\mathcal L[\gamma_u;u+s],\qquad E_{\rm HF}(u)\le\mathcal L[\gamma_{u+s};u].$$

Subtract $E_{\rm HF}(u)=\mathcal L[\gamma_u;u]$ from the first, and subtract the second from $E_{\rm HF}(u+s)=\mathcal L[\gamma_{u+s};u+s]$. After division by $s$,

$$\frac{\mathcal L[\gamma_{u+s};u+s]-\mathcal L[\gamma_{u+s};u]}{s}\le\frac{E_{\rm HF}(u+s)-E_{\rm HF}(u)}{s}\le\frac{\mathcal L[\gamma_u;u+s]-\mathcal L[\gamma_u;u]}{s}. \tag{12}$$

In each outer expression $\gamma$ is the same in both terms. The right one tends to $\partial\mathcal L/\partial u$ at fixed $\gamma_u$. The left one tends to the same limit if $\gamma_{u+s}\to\gamma_u$. A negative step reverses the inequalities and leads to the same limit.

The gap supplies the continuity. Write $H_s$ for the Hamiltonian at $u+s$ and $H_0$ for that at $u$. Because $\gamma_{u+s}$ minimizes ${\rm Tr}\,\gamma H_s$,

$${\rm Tr}(\gamma_{u+s}-\gamma_u)H_0\le{\rm Tr}(\gamma_{u+s}-\gamma_u)(H_0-H_s)\le2N\|H_0-H_s\| .$$

Let $q$ be the number of electrons that $\gamma_{u+s}$ places in states empty at $u$. The same number is missing from the filled states, and each of these changes costs at least $\Delta/2$ per electron in (11). The left side is therefore at least $\Delta q$. In a finite basis $\|H_0-H_s\|\to0$, so $q\to0$. Since $\gamma$ and $2-\gamma$ have no negative eigenvalues, their off-diagonal elements are bounded by their diagonal ones, and the whole matrix converges to $\gamma_u$.

It remains to differentiate (10) with $\gamma$ held fixed. The product rule gives

$$\frac{\partial\mathcal L}{\partial u}={\rm Tr}\,\gamma V_{\rm ext}'+\int v\,n'-\int n'v+\langle n_\gamma-n|K|n'\rangle+E_{\rm II}' .$$

The second term comes from $E_{\rm Hxc}[n]$, the third from the explicit $-n$ in the bracket, and the fourth from $v[n]$. The second and third cancel. At the minimizer $n_\gamma=n_{\rm out}$, and reversing the sign gives (4) again.

The origin of the correction is plain on this route. A tangent line drawn at $n$ and evaluated at $n_{\rm out}$ changes its value when the point of contact moves, at a rate set by the curvature $K$ times the distance $n_{\rm out}-n$.

### What each derivation assumes

Both routes need a twice differentiable exchange-correlation functional, a smooth rule $n(u)$ and a basis that stays fixed. The last condition enters differently. On the first route it keeps $\phi_i'$ inside the space where $H$ acts. On the second it makes $\gamma_u$ an allowed trial at $u+s$.

They differ in what they ask of the electrons. The first route uses stationarity: the filled states must span a space that $H$ maps into itself and that changes smoothly. They need not be the lowest states. The second route uses minimality, but requires continuity of $\gamma$ instead of differentiable orbitals.

Silicon shows the difference. At the 0.02 Å shift the gap between the highest filled and lowest empty level over the whole mesh is 0.370 eV, and both routes apply. At a shift of 0.10 Å, with the other settings unchanged, this gap becomes $-0.212$ eV: a filled level at one wavevector lies above an empty level at another. At each single wavevector of the mesh a gap of at least 1.5 eV remains (1.7 eV on a $4\times4\times4$ mesh). The first route still gives the force for four filled bands at every wavevector, but this filling is no longer the ground state. The second route covers it if the minimum is restricted to a fixed electron number at each wavevector. The two gaps over the mesh, 0.370 and $-0.212$ eV, are not converged: a $4\times4\times4$ mesh gives 0.54 and $-0.03$ eV, and a higher cutoff lowers both by about 0.06 eV. Both meshes also find the lowest empty level at X and miss the conduction minimum near 0.85 of the way from $\Gamma$ to X, which at the 0.02 Å shift lies about 0.13 eV lower. Since LDA also makes gaps too small, the overlap at 0.10 Å illustrates the two assumptions and is no prediction for real silicon.

Fractional occupations bring out the opposite strength. At electronic temperature $\tau$, in energy units, let $f_i=2x_i$ with $x_i=1/(1+e^{(\varepsilon_i-\mu)/\tau})$, and let the entropy be $S=-2\sum_i[x_i\ln x_i+(1-x_i)\ln(1-x_i)]$. On the second route one minimizes $\mathcal L-\tau S[\gamma]$. The entropy does not contain $u$ explicitly, so the derivative at fixed $\gamma$ is unchanged, and (4) becomes the force of the free energy. The first route acquires an extra term $\sum_i\varepsilon_i\,df_i$, which must be cancelled separately:

$$\tau\,dS=2\tau\sum_i\ln\frac{1-x_i}{x_i}\,dx_i=\sum_i(\varepsilon_i-\mu)\,df_i=\sum_i\varepsilon_i\,df_i .$$

The last step uses the constant electron number. If the energy were differentiated without $-\tau S$, formula (4) would lack this term.

### Following the cycle

The minimum principle also says something about the energy error. For a fixed ionic potential, the band sum is a minimum of functions linear in the potential and is therefore concave in it. Its second derivative, the response $\chi_0$ of $n_{\rm out}$ to the potential, satisfies $\langle w|\chi_0|w\rangle\le0$ for any $w$. With $J=\chi_0K$, (7) becomes

$$E_{\rm HF}-E_{\rm sc}\approx-\tfrac12\langle\delta|K|\delta\rangle+\tfrac12\langle K\delta|\chi_0|K\delta\rangle .$$

A positive error close to self-consistency thus requires $\langle\delta|K|\delta\rangle<0$. The Hartree part of this quantity is positive, so the exchange-correlation part must outweigh it.

Silicon at the 0.02 Å shift provides such a case. Take $n=n_{\rm sc}+\lambda(n_{\rm at}-n_{\rm sc})$ with $\lambda=0.005$. The energy error is $+0.0053$ meV, and $\frac12\langle\rho|K|\delta\rangle$ gives $+0.0051$ meV. At $\lambda=1$ the error is $-381$ meV, so the leading-order law does not reach that far.

The force law (8) can be examined on a density with less symmetry. Replace $n_{\rm at}$ by a superposition in which the shifted atom's Gaussian sits a further 0.10 Å along [111], and obtain $n_{\rm sc}'$ from converged densities at four neighbouring displacements. For $\lambda=0.01$ the bare force error is $-25.586$ meV/Å, and (8) gives $-25.574$. For $\lambda=0.005$ the values are $-12.796$ and $-12.793$. The difference falls by a factor 3.9 when $\lambda$ is halved, as a second-order remainder should.

The following table shows the cycle that starts from the atomic Gaussians in place, with half of the residual added to the input at each of these steps. Errors are relative to the converged force of $-0.3426$ eV/Å, and the corrected force uses rule (5).

| Iteration | Residual (electrons) | Bare error (meV/Å) | Corrected error (meV/Å) |
|---|---|---|---|
| 1 | 2.13 | −24.3 | 7.1 |
| 2 | 0.99 | −6.0 | 1.5 |
| 3 | 0.46 | −1.80 | 0.18 |
| 4 | 0.22 | −0.68 | −0.08 |
| 5 | 0.10 | −0.30 | −0.10 |
| 6 | 0.05 | −0.15 | −0.07 |

On this mesh the correction helps at each of these steps, but by a varying factor: about 3 at first, 10 at the third iteration and 2 at the sixth. The corrected error changes sign between the third and the fourth iteration. From the fourth to the fifth it grows slightly in size, although the residual halves. Equation (9) allows this, since the error is a signed contraction and not a norm.

The quality of the rule can be measured by the Coulomb norm, $\|g\|^2=\iint g(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$. In this norm $n_{\rm at}'-n_{\rm sc}'$ has 0.51 of the length of $n_{\rm sc}'$ (0.49 on a $4\times4\times4$ mesh). Rigid Gaussians thus miss a response half as large as the full one, and no second-order force error can be expected from them.

For the decision to stop, suppose that 2 meV/Å is tolerable. In the table the corrected force meets this at the second iteration and the bare force at the third, so the term saves one diagonalization. The saving is fragile. At a cutoff of 245 eV on the same mesh the first three bare errors are $-21.8$, $-5.0$ and $-1.3$ meV/Å and the corrected ones $8.2$, $2.1$ and $0.5$, so both forces first meet the tolerance at the third iteration. Nor does the saving survive a denser mesh. With $4\times4\times4$ wavevectors the errors at the second iteration are $-1.1$ meV/Å for the bare force and $+1.5$ for the corrected one, so both meet the tolerance there. In that cycle the correction does slight harm in the first two iterations and helps from the third to the sixth. In practice the converged force is unknown, but the correction itself offers an estimate: by (8), its negative approximates the bare error as far as $n'$ resembles $n_{\rm sc}'$. At the first iteration the correction is 31 meV/Å against a bare error of 24 meV/Å in size. At the sixth it is 0.075 against 0.148, so the estimate can be low by a factor of two. It can also be too high by as much or more: the first correction is 10 meV/Å against a bare error of 4.5 in size on the $4\times4\times4$ mesh, and 8 against 2.6 on a $6\times6\times6$ mesh.

### The model beside real silicon

The lattice constant of 5.43 Å is a rough value for real silicon, and LDA is known to give too small a band gap; the measured one is roughly 1.1 eV. The force of $-0.34$ eV/Å belongs to the stated mesh and cutoff. A $4\times4\times4$ mesh changes it by 68 meV/Å, or 20 %, and a cutoff of 245 eV, on the original mesh, changes it by 12 meV/Å, or 3 %. A $6\times6\times6$ mesh moves it by a further 7 meV/Å, to $-0.267$ eV/Å. The mesh error exceeds even the bare error of the first iteration. With these settings a denser mesh deserves the computing time before further self-consistency does. The error of LDA itself is not included in these figures.

The assumption of fixed occupations can fail in a device. In the undoped crystal at 300 K, the factor $e^{-\Delta/2k_{\rm B}T}$ with the computed gap of 0.370 eV is $8\times10^{-4}$, and a wider gap makes it smaller. Heavy doping can matter more. A carrier density of $10^{20}$ cm$^{-3}$ puts 0.004 carriers into the 40 Å$^3$ cell. Between the shifts of 0.02 and 0.10 Å the computed gap falls by 0.582 eV, or 7.3 eV/Å. If a carrier felt this whole slope, the force would change by about $0.004\times7.3=0.03$ eV/Å, or 9 %. This is a ceiling, since electrons and holes each feel the slope of their own band edge. With the potential of the $4\times4\times4$ mesh at the 0.02 Å shift, the conduction minimum near 0.85 of the way from $\Gamma$ to X moves by only $-0.2$ eV/Å, so electrons at this density change the force by less than 1 meV/Å. The top valence level at $\Gamma$ moves by $+5.7$ eV/Å, which would give 23 meV/Å if all holes sat in it. The two levels 0.17 eV below it move by $-2.8$ eV/Å each, so holes spread over the three levels give less. For a doped crystal the occupations must in any case be allowed to vary, and (4) is to be read as the force of the free energy.
